# Complex bands through the gap of a two-band chain: a numerical check

```python
"""Complex band structure of a two-band chain.

Result under test: for two orbitals per cell (on-site +Delta, -Delta; hoppings
t1 inside and t2 between cells, t1*t2 > 0; period a), the real-energy line in
the gap is k = pi/a + i q with
    sinh(q a/2) = sqrt(W^2 - E^2) / (2 sqrt(t1 t2)),
    W = sqrt(Delta^2 + (t1 - t2)^2)   (half the gap).
It joins the two bands through a square-root branch point at E = 0, q = q_b,
where dE/dk diverges. Energies are in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig
from scipy.optimize import minimize_scalar


def bloch_matrix(k, delta, t1, t2, a):
    """Bloch matrix continued analytically to complex k."""
    phase = np.exp(1j * k * a)
    return np.array([[delta, t1 + t2 / phase], [t1 + t2 * phase, -delta]])


def bloch_factors(energy, delta, t1, t2):
    """Finite nonzero factors exp(i k a) at fixed energy, from the
    quadratic eigenproblem of the infinite chain."""
    onsite = np.array([[delta, t1], [t1, -delta]])
    to_next = np.array([[0.0, 0.0], [t2, 0.0]])
    to_previous = to_next.T
    zero, one = np.zeros((2, 2)), np.eye(2)
    left = np.block([[zero, one], [-to_previous, energy * one - onsite]])
    right = np.block([[one, zero], [zero, to_next]])
    alpha, beta = eig(left, right, right=False, homogeneous_eigvals=True)
    keep = (abs(alpha) > 1e-9) & (abs(beta) > 1e-9)
    return alpha[keep] / beta[keep]


def decay_numeric(energy, delta, t1, t2, a):
    return np.max(np.log(abs(bloch_factors(energy, delta, t1, t2)))) / a


def decay_formula(energy, delta, t1, t2, a):
    w2 = delta**2 + (t1 - t2)**2
    return 2 / a * np.arcsinh(np.sqrt(w2 - energy**2) / (2 * np.sqrt(t1 * t2)))


# Real-energy lines: all energy ranges, several parameter sets
a = 0.5
for delta, t1, t2 in [(0.6, 2.0, 1.2), (0.0, 1.0, 1.7), (0.9, 1.3, 1.3)]:
    half_gap = np.hypot(delta, t1 - t2)
    outer = np.hypot(delta, t1 + t2)
    for sign in (-1, 1):
        for fraction in (0.1, 0.5, 0.9):
            # inside the gap: factors real and negative, Re k = pi/a
            energy = sign * fraction * half_gap
            factors = bloch_factors(energy, delta, t1, t2)
            assert len(factors) == 2
            assert np.all(abs(factors.imag) < 1e-9) and np.all(factors.real < 0)
            assert abs(np.prod(factors) - 1) < 1e-9
            assert abs(decay_numeric(energy, delta, t1, t2, a)
                       - decay_formula(energy, delta, t1, t2, a)) < 1e-9
            # inside a band: k real, and cos(ka) follows the dispersion
            energy = sign * (half_gap + fraction * (outer - half_gap))
            factors = bloch_factors(energy, delta, t1, t2)
            cosine = (energy**2 - delta**2 - t1**2 - t2**2) / (2 * t1 * t2)
            assert len(factors) == 2
            assert np.all(abs(abs(factors) - 1) < 1e-9)
            assert np.all(abs(factors.real - cosine) < 1e-9)
            # beyond the outer edges: factors real and positive, Re k = 0
            factors = bloch_factors(sign * outer * (1 + fraction), delta, t1, t2)
            assert len(factors) == 2
            assert np.all(abs(factors.imag) < 1e-9) and np.all(factors.real > 0)
    # outer lines do not turn back: decay keeps growing with energy
    far = [decay_numeric(outer * s, delta, t1, t2, a) for s in (1.5, 3, 10, 100)]
    assert np.all(np.diff(far) > 0)
    # the largest decay constant in the gap sits at E = 0
    best = minimize_scalar(lambda e: -decay_numeric(e, delta, t1, t2, a),
                           bounds=(-0.95 * half_gap, 0.9 * half_gap),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x) < 1e-5      # a flat maximum is located to ~sqrt(eps)
    assert abs(-best.fun - decay_formula(0.0, delta, t1, t2, a)) < 1e-9

# Worked example
delta, t1, t2 = 0.6, 2.0, 1.2
model = (delta, t1, t2, a)
W = np.hypot(delta, t1 - t2)
outer = np.hypot(delta, t1 + t2)
q_b = decay_formula(0.0, *model)
k_b = np.pi / a + 1j * q_b
print(f"Delta = {delta} eV, t1 = {t1} eV, t2 = {t2} eV, a = {a} nm")
print(f"half-gap W = {W:.4f} eV, full gap = {2 * W:.4f} eV")
print(f"outer band edges = -/+ {outer:.4f} eV")
print(f"branch point: q_b = {q_b:.5f} 1/nm, q_b a = {q_b * a:.5f}")
print(f"exp(-q_b a) = {np.exp(-q_b * a):.5f}")
print("Loop from the fixed-energy eigenproblem:")
for fraction in (-0.99, -0.8, -0.4, 0.0, 0.4, 0.8, 0.99):
    q = decay_numeric(fraction * W, *model)
    print(f"  E = {fraction * W:+.3f} eV   q = {q:.5f} 1/nm")


def upper_energy(q):
    return np.max(np.linalg.eigvals(bloch_matrix(np.pi / a + 1j * q, *model)).real)


# Divergence of the slope, from diagonalization at complex k
C = np.sqrt(2 * t1 * t2 * a * np.sinh(q_b * a))
print(f"C = {C:.5f} eV nm^(1/2)")
print("Upper-branch slope near the branch point:")
for distance in (1e-2, 1e-4, 1e-6):
    q, h = q_b - distance, 0.01 * distance
    slope = (upper_energy(q + h) - upper_energy(q - h)) / (2 * h)
    law = -C / (2 * np.sqrt(distance))
    exact = -t1 * t2 * a * np.sinh(q * a) / upper_energy(q)
    assert abs(slope / exact - 1) < 1e-4
    if distance < 1e-3:            # leading law has a correction of order distance
        assert abs(slope / law - 1) < 1e-3
    print(f"  q_b-q = {distance:.0e} 1/nm  dE/dq = {slope:.3f}"
          f"  leading law {law:.3f} eV nm")

beyond = np.linalg.eigvals(bloch_matrix(np.pi / a + 1.2j * q_b, *model))
assert np.all(abs(beyond.real) < 1e-10) and np.all(abs(beyond.imag) > 0.1)
print(f"at q = 1.2 q_b: E = +/- {max(beyond.imag):.4f} i eV")


def carry_energy(center, radius, turns):
    """Follow one eigenvalue continuously around a circle in complex k."""
    angles = -np.pi / 2 + np.linspace(0, 2 * np.pi * turns, 600 * turns + 1)
    start = current = None
    for angle in angles:
        values = np.linalg.eigvals(
            bloch_matrix(center + radius * np.exp(1j * angle), *model))
        if start is None:
            start = current = values[np.argmax(values.real)]
        else:
            current = values[np.argmin(abs(values - current))]
    return start, current


radius = 0.4
first, after_one = carry_energy(k_b, radius, 1)
_, after_two = carry_energy(k_b, radius, 2)
outside_start, outside_end = carry_energy(np.pi / a, radius, 1)
assert abs(first) > 0.1
assert abs(after_one + first) < 1e-9 and abs(after_two - first) < 1e-9
assert abs(outside_end - outside_start) < 1e-9
print(f"circle of radius {radius} 1/nm around k_b:")
print(f"  start E = {first.real:+.4f} eV, one turn {after_one.real:+.4f} eV,"
      f" two turns {after_two.real:+.4f} eV")
print(f"same radius around pi/a: start {outside_start.real:+.4f} eV,"
      f" one turn {outside_end.real:+.4f} eV")

# At the branch point the matrix is nonzero but squares to zero
H_b = bloch_matrix(k_b, *model)
assert np.linalg.norm(H_b @ H_b) < 1e-12 and np.linalg.norm(H_b) > 0.1
print(f"Bloch matrix at k_b: norm = {np.linalg.norm(H_b):.4f} eV, square = 0")

# Band-edge mass and the parabolic estimate at midgap
h = 0.01
edge = [np.linalg.eigvalsh(bloch_matrix(np.pi / a + s * h, *model))[1]
        for s in (-1, 0, 1)]
curvature = (edge[0] - 2 * edge[1] + edge[2]) / h**2
hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e18
mass_numeric = hbar2_over_m / curvature
mass_formula = hbar2_over_m * W / (t1 * t2 * a**2)
assert abs(mass_numeric / mass_formula - 1) < 1e-4
q_parabola = np.sqrt(2 * mass_numeric * W / hbar2_over_m)
assert abs(q_parabola * a * np.sqrt(t1 * t2) / (np.sqrt(2) * W) - 1) < 1e-4
assert q_parabola > q_b
print(f"hbar^2/m = {hbar2_over_m:.6f} eV nm^2")
print(f"edge mass m*/m = {mass_formula:.4f}")
print(f"parabolic midgap q = {q_parabola:.4f} 1/nm, ratio to q_b ="
      f" {q_parabola / q_b:.4f}")


def end_to_end(energy, cells):
    """Corner element of the inverse of E - H for a finite open chain."""
    size = 2 * cells
    hops = np.array([t1 if j % 2 == 0 else t2 for j in range(size - 1)])
    H = np.diag(np.tile([delta, -delta], cells)) + np.diag(hops, 1) + np.diag(hops, -1)
    source = np.zeros(size)
    source[-1] = 1.0
    return np.linalg.solve(energy * np.eye(size) - H, source)[0]


print("End-to-end Green function of an open chain:")
for energy in (0.0, 0.8):
    y = decay_formula(energy, *model) * a
    for cells in (1, 2, 5, 10):
        u = (-1)**cells * (np.sinh((cells + 1) * y)
                           - t2 / t1 * np.sinh(cells * y)) / np.sinh(y)
        assert abs(end_to_end(energy, cells) * t2 * u - 1) < 1e-9
    ratio = end_to_end(energy, 20) / end_to_end(energy, 19)
    assert abs(ratio + np.exp(-y)) < 1e-5
    print(f"  E = {energy:.1f} eV: G(10 cells) = {end_to_end(energy, 10):.4e} 1/eV")
    print(f"    G(20)/G(19) = {ratio:.5f}, -exp(-qa) = {-np.exp(-y):.5f}")

print("verified")
```

Printed output:

```
Delta = 0.6 eV, t1 = 2.0 eV, t2 = 1.2 eV, a = 0.5 nm
half-gap W = 1.0000 eV, full gap = 2.0000 eV
outer band edges = -/+ 3.2558 eV
branch point: q_b = 1.26957 1/nm, q_b a = 0.63479
exp(-q_b a) = 0.53005
Loop from the fixed-energy eigenproblem:
  E = -0.990 eV   q = 0.18205 1/nm
  E = -0.800 eV   q = 0.76984 1/nm
  E = -0.400 eV   q = 1.16661 1/nm
  E = +0.000 eV   q = 1.26957 1/nm
  E = +0.400 eV   q = 1.16661 1/nm
  E = +0.800 eV   q = 0.76984 1/nm
  E = +0.990 eV   q = 0.18205 1/nm
C = 1.27588 eV nm^(1/2)
Upper-branch slope near the branch point:
  q_b-q = 1e-02 1/nm  dE/dq = -6.337  leading law -6.379 eV nm
  q_b-q = 1e-04 1/nm  dE/dq = -63.791  leading law -63.794 eV nm
  q_b-q = 1e-06 1/nm  dE/dq = -637.950  leading law -637.942 eV nm
at q = 1.2 q_b: E = +/- 0.6792 i eV
circle of radius 0.4 1/nm around k_b:
  start E = +0.7342 eV, one turn -0.7342 eV, two turns +0.7342 eV
same radius around pi/a: start +0.9506 eV, one turn +0.9506 eV
Bloch matrix at k_b: norm = 1.6279 eV, square = 0
hbar^2/m = 0.076200 eV nm^2
edge mass m*/m = 0.1270
parabolic midgap q = 1.8258 1/nm, ratio to q_b = 1.4381
End-to-end Green function of an open chain:
  E = 0.0 eV: G(10 cells) = 1.5381e-03 1/eV
    G(20)/G(19) = -0.53005, -exp(-qa) = -0.53005
  E = 0.8 eV: G(10 cells) = 1.6105e-02 1/eV
    G(20)/G(19) = -0.68051, -exp(-qa) = -0.68051
verified
```
